# Why the parity of an atomic term is not (-1)^L: verification in Python

```python
# Result under test: every term of an atomic configuration has parity
# (-1)**(sum of the orbital quantum numbers l), which is not (-1)**L in general.
# L, S: total orbital and spin quantum numbers; inversion: all r_i -> -r_i.
# A term is "natural" if its parity equals (-1)**L, otherwise "unnatural".
# Atomic units: lengths in bohr, energies in hartree.
import itertools
import math
import numpy as np
import sympy as sp
from scipy.special import lpmv

rng = np.random.default_rng(7)


def orbital(shell, l, m, points):
    """Spherical harmonic times a radial factor that differs between shells."""
    r = np.linalg.norm(points, axis=1)
    phi = np.arctan2(points[:, 1], points[:, 0])
    k = abs(m)
    norm = math.sqrt((2*l + 1)/(4*math.pi)
                     * math.factorial(l - k)/math.factorial(l + k))
    y = norm*lpmv(k, l, points[:, 2]/r)*np.exp(1j*k*phi)
    if m < 0:
        y = (-1)**k*np.conj(y)
    return y*np.exp(-r/(shell + 1))


def raising_matrix(dets, index, spin_orbitals, kind):
    """Matrix of the total L+ or S+ among Slater determinants."""
    position = {d: i for i, d in enumerate(dets)}
    lookup = {o: i for i, o in enumerate(spin_orbitals)}
    matrix = np.zeros((len(dets), len(dets)))
    for d in dets:
        for place, number in enumerate(d):
            shell, l, m, s = spin_orbitals[number]
            if kind == "L":
                target = (shell, l, m + 1, s)
                factor = math.sqrt((l - m)*(l + m + 1))
            else:
                target, factor = (shell, l, m, s + 2), 1.0
            if target not in lookup:
                continue
            new = list(d)
            new[place] = lookup[target]
            if len(set(new)) < len(new):
                continue
            swaps = sum(a > b for a, b in itertools.combinations(new, 2))
            matrix[position[tuple(sorted(new))], index[d]] += (-1)**swaps*factor
    return matrix


def find_terms(config):
    """config: list of (l, number of electrons). Returns (2S+1, L, copies, parity)."""
    spin_orbitals, groups = [], []
    for shell, (l, count) in enumerate(config):
        start = len(spin_orbitals)
        spin_orbitals += [(shell, l, m, s) for m in range(-l, l + 1)
                          for s in (-1, 1)]
        groups.append(itertools.combinations(
            range(start, len(spin_orbitals)), count))
    dets = [tuple(itertools.chain(*g)) for g in itertools.product(*groups)]
    index = {d: i for i, d in enumerate(dets)}
    ml = np.array([sum(spin_orbitals[i][2] for i in d) for d in dets])
    ms = np.array([sum(spin_orbitals[i][3] for i in d)/2 for d in dets])
    lp = raising_matrix(dets, index, spin_orbitals, "L")
    splus = raising_matrix(dets, index, spin_orbitals, "S")
    l2 = lp.T @ lp + np.diag(ml*(ml + 1))
    s2 = splus.T @ splus + np.diag(ms*(ms + 1))
    _, vectors = np.linalg.eigh(l2 + math.sqrt(2)*s2)

    n = len(dets[0])
    points = rng.normal(size=(n, 3))
    spinors = rng.normal(size=(n, 2))

    def amplitudes(pts):
        values = np.array([orbital(sh, l, m, pts)*spinors[:, (s + 1)//2]
                           for sh, l, m, s in spin_orbitals])
        return vectors.T @ np.linalg.det(values[np.array(dets)])

    before, after = amplitudes(points), amplitudes(-points)
    members = {}
    for i in range(len(dets)):
        v = vectors[:, i]
        L = (math.sqrt(1 + 4*max(v @ l2 @ v, 0)) - 1)/2
        S = (math.sqrt(1 + 4*max(v @ s2 @ v, 0)) - 1)/2
        assert abs(L - round(L)) < 1e-7 and abs(2*S - round(2*S)) < 1e-7
        members.setdefault((round(2*S) + 1, round(L)), []).append(i)
    result = []
    for (mult, L), rows in sorted(members.items(), key=lambda t: (-t[0][0], t[0][1])):
        b, a = before[rows], after[rows]
        parity = round((np.vdot(b, a)/np.vdot(b, b)).real)
        assert abs(parity) == 1
        assert np.linalg.norm(a - parity*b) < 1e-8*np.linalg.norm(b)
        copies, rest = divmod(len(rows), mult*(2*L + 1))
        assert rest == 0
        result.append((mult, L, copies, parity))
    return result


# Enumeration of terms, with parity measured on the wavefunctions themselves
configs = {"p": [(1, 1)], "sp": [(0, 1), (1, 1)], "p^2": [(1, 2)],
           "pp'": [(1, 1), (1, 1)], "pd": [(1, 1), (2, 1)],
           "p^3": [(1, 3)], "d^3": [(2, 3)], "p^6": [(1, 6)]}
table = {}
print("configuration, term, copies, measured parity, (-1)^L, class")
for name, config in configs.items():
    sum_l = sum(l*count for l, count in config)
    electrons = sum(count for _, count in config)
    for mult, L, copies, parity in find_terms(config):
        assert parity == (-1)**sum_l
        if electrons == 2 and L == 0:
            assert parity == 1
        kind = "natural" if parity == (-1)**L else "unnatural"
        label = f"{mult}{'SPDFGHIK'[L]}"
        table[name, label] = kind
        print(f"{name:4s} {label} {copies} {parity:+d} {(-1)**L:+d} {kind}")
assert {t for c, t in table if c == "p^2"} == {"1S", "3P", "1D"}
assert {t for c, t in table if c == "p^3"} == {"4S", "2P", "2D"}
assert table["p^2", "3P"] == table["p^3", "4S"] == table["p^3", "2D"] == "unnatural"
assert table["p^3", "2P"] == table["p", "2P"] == table["sp", "3P"] == "natural"

# Differential operator L^2 on explicit angular forms
xyz = [sp.symbols(f"x{i} y{i} z{i}", real=True) for i in (1, 2, 3)]
a, b, c = (sp.Matrix(v) for v in xyz)


def component(f, k):
    i, j = (k + 1) % 3, (k + 2) % 3
    return -sp.I*sum(v[i]*sp.diff(f, v[j]) - v[j]*sp.diff(f, v[i]) for v in xyz)


forms = {"r1.r2 (1S)": (a.dot(b), 0, 1),
         "(r1 x r2)_z (3P)": (a.cross(b)[2], 1, 1),
         "x1 y2 + y1 x2 (1D)": (a[0]*b[1] + a[1]*b[0], 2, 1),
         "r1.(r2 x r3) (4S)": (a.dot(b.cross(c)), 0, -1)}
inversion = {q: -q for v in xyz for q in v}
for name, (form, L, expected_parity) in forms.items():
    squared = sp.expand(sum(component(component(form, k), k) for k in range(3)))
    eigenvalue = sp.cancel(squared/sp.expand(form))
    parity = sp.cancel(form.subs(inversion, simultaneous=True)/form)
    assert eigenvalue == L*(L + 1) and parity == expected_parity
    print(f"{name}: L^2 eigenvalue {eigenvalue}, parity {parity}")

# A half-turn about r1 x r2 inverts two vectors, but not a third one
u, v, w = rng.normal(size=(3, 3))
axis = np.cross(u, v)/np.linalg.norm(np.cross(u, v))
half_turn = 2*np.outer(axis, axis) - np.eye(3)
assert np.isclose(np.linalg.det(half_turn), 1)
assert np.allclose(half_turn @ u, -u) and np.allclose(half_turn @ v, -v)
assert not np.allclose(half_turn @ w, -w)

# Worked example with Slater p orbitals of exponent 1 / bohr
positions = np.array([[1., 0., 0.], [1., 2., 0.], [0., 1., 2.]])


def p_determinant(pts):
    n = len(pts)
    r = np.linalg.norm(pts, axis=1)
    values = pts[:, :n]*np.exp(-r)[:, None]/math.sqrt(math.pi)
    return np.linalg.det(values)/math.sqrt(math.factorial(n))


for i, point in enumerate(positions, 1):
    print(f"r{i} = {point} bohr")
pair, triple = positions[:2], positions
cross_z = np.cross(pair[0], pair[1])[2]
volume = positions[0] @ np.cross(positions[1], positions[2])
radii = np.linalg.norm(positions, axis=1)
pair_formula = cross_z*math.exp(-radii[:2].sum())/(math.pi*math.sqrt(2))
triple_formula = volume*math.exp(-radii.sum())/(math.pi**1.5*math.sqrt(6))
turn, _ = np.linalg.qr(rng.normal(size=(3, 3)))
turn *= np.linalg.det(turn)
assert np.isclose(p_determinant(pair), pair_formula, rtol=1e-11)
assert np.isclose(p_determinant(triple), triple_formula, rtol=1e-11)
assert np.isclose(p_determinant(-pair), p_determinant(pair))
assert np.isclose(p_determinant(-triple), -p_determinant(triple))
assert np.isclose(p_determinant(triple @ turn.T), p_determinant(triple))
print(f"(r1 x r2)_z = {cross_z:.4f} bohr^2")
print(f"r1.(r2 x r3) = {volume:.4f} bohr^3")
print(f"p^2 3P function at r: {p_determinant(pair):.6f} bohr^-3")
print(f"p^2 3P function at -r: {p_determinant(-pair):.6f} bohr^-3")
print(f"p^3 4S function at r: {p_determinant(triple):.7f} bohr^-9/2")
print(f"p^3 4S function at -r: {p_determinant(-triple):.7f} bohr^-9/2")
print(f"p^3 4S function, rotated r: {p_determinant(triple @ turn.T):.7f} bohr^-9/2")

# Angular grid; weights sum to one
nodes, node_weights = np.polynomial.legendre.leggauss(16)
angles = 2*math.pi*np.arange(28)/28
ct, ph = (g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij"))
st = np.sqrt(1 - ct**2)
directions = np.column_stack([st*np.cos(ph), st*np.sin(ph), ct])
weights = np.repeat(node_weights/2, 28)/28

# Dipole element between sp 3P and p^2 3P, both with M_L = 1 and M_S = 1
t, tw = np.polynomial.laguerre.laggauss(12)
radius = t/2
grid = (radius[:, None, None]*directions[None]).reshape(-1, 3)
volume_weights = (4*math.pi*(tw/2*radius**2)[:, None]*weights).ravel()
x, y, z = grid.T
# The factor exp(-2r) of every orbital product is contained in the weights.
s_orb = np.linalg.norm(grid, axis=1)/math.sqrt(3*math.pi)
p_zero = z/math.sqrt(math.pi)
p_plus = -(x + 1j*y)/math.sqrt(2*math.pi)
bra, ket = np.array([s_orb, p_plus]), np.array([p_zero, p_plus])
for orb in (s_orb, p_zero, p_plus):
    assert np.isclose(np.sum(volume_weights*abs(orb)**2), 1)
overlap = (bra.conj()*volume_weights) @ ket.T
z_matrix = (bra.conj()*volume_weights*z) @ ket.T
dipole = 0
for row in range(2):
    replaced = overlap.copy()
    replaced[row] = z_matrix[row]
    dipole += np.linalg.det(replaced)
assert np.isclose(dipole, 2.5/math.sqrt(3), atol=1e-10)
print(f"dipole z element, sp 3P to p^2 3P: {dipole.real:.6f} bohr")

# Repulsion between angular functions, electrons on spheres of two radii
r_small, r_large = 1.0, 2.0
n1, n2 = directions[:, None, :], directions[None, :, :]
repulsion = 1/np.linalg.norm(r_small*n1 - r_large*n2, axis=2)
pair_weights = np.outer(weights, weights)
ones = np.ones_like(repulsion)
p2_singlet_s = math.sqrt(3)*(directions @ directions.T)
p2_triplet = math.sqrt(4.5)*(n1[..., 0]*n2[..., 1] - n1[..., 1]*n2[..., 0])
p_first = math.sqrt(3)*n1[..., 2]*ones
p_second = math.sqrt(3)*n2[..., 2]*ones


def element(f, g):
    return np.sum(pair_weights*f*repulsion*g)


for f in (p2_singlet_s, p2_triplet, p_first, p_second):
    assert np.isclose(np.sum(pair_weights*f*f), 1)
allowed = element(ones, p2_singlet_s)
forbidden = max(abs(element(p_first, p2_triplet)),
                abs(element(p_second, p2_triplet)))
diagonal = element(p2_triplet, p2_triplet)
# Tolerance 1e-6: the finite angular grid truncates the multipole series.
assert abs(allowed - r_small/r_large**2/math.sqrt(3)) < 1e-6
assert abs(diagonal - (1/r_large - r_small**2/r_large**3/5)) < 1e-6
assert forbidden < 1e-10
print(f"sphere radii for the repulsion: {r_small:.1f} and {r_large:.1f} bohr")
print(f"repulsion, s^2 1S with p^2 1S: {allowed:.6f} hartree")
print(f"repulsion, sp 3P with p^2 3P: {forbidden:.6f} hartree")
print(f"repulsion, p^2 3P diagonal: {diagonal:.6f} hartree")
print("all assertions hold")
```

Printed output:

```
configuration, term, copies, measured parity, (-1)^L, class
p    2P 1 -1 -1 natural
sp   3P 1 -1 -1 natural
sp   1P 1 -1 -1 natural
p^2  3P 1 +1 -1 unnatural
p^2  1S 1 +1 +1 natural
p^2  1D 1 +1 +1 natural
pp'  3S 1 +1 +1 natural
pp'  3P 1 +1 -1 unnatural
pp'  3D 1 +1 +1 natural
pp'  1S 1 +1 +1 natural
pp'  1P 1 +1 -1 unnatural
pp'  1D 1 +1 +1 natural
pd   3P 1 -1 -1 natural
pd   3D 1 -1 +1 unnatural
pd   3F 1 -1 -1 natural
pd   1P 1 -1 -1 natural
pd   1D 1 -1 +1 unnatural
pd   1F 1 -1 -1 natural
p^3  4S 1 -1 +1 unnatural
p^3  2P 1 -1 -1 natural
p^3  2D 1 -1 +1 unnatural
d^3  4P 1 +1 -1 unnatural
d^3  4F 1 +1 -1 unnatural
d^3  2P 1 +1 -1 unnatural
d^3  2D 2 +1 +1 natural
d^3  2F 1 +1 -1 unnatural
d^3  2G 1 +1 +1 natural
d^3  2H 1 +1 -1 unnatural
p^6  1S 1 +1 +1 natural
r1.r2 (1S): L^2 eigenvalue 0, parity 1
(r1 x r2)_z (3P): L^2 eigenvalue 2, parity 1
x1 y2 + y1 x2 (1D): L^2 eigenvalue 6, parity 1
r1.(r2 x r3) (4S): L^2 eigenvalue 0, parity -1
r1 = [1. 0. 0.] bohr
r2 = [1. 2. 0.] bohr
r3 = [0. 1. 2.] bohr
(r1 x r2)_z = 2.0000 bohr^2
r1.(r2 x r3) = 4.0000 bohr^3
p^2 3P function at r: 0.017699 bohr^-3
p^2 3P function at -r: 0.017699 bohr^-3
p^3 4S function at r: 0.0012324 bohr^-9/2
p^3 4S function at -r: -0.0012324 bohr^-9/2
p^3 4S function, rotated r: 0.0012324 bohr^-9/2
dipole z element, sp 3P to p^2 3P: 1.443376 bohr
sphere radii for the repulsion: 1.0 and 2.0 bohr
repulsion, s^2 1S with p^2 1S: 0.144338 hartree
repulsion, sp 3P with p^2 3P: 0.000000 hartree
repulsion, p^2 3P diagonal: 0.475000 hartree
all assertions hold
```
